# Independent-electron density response from two Green functions and a contour integral: a numerical check

```python
"""Result under test: for independent electrons at zero temperature the
time-ordered density response chi0(t) = -i G(t) G(-t) becomes, in frequency,
a sum over filled-empty orbital pairs only:
  chi0_xy(w) = sum_ia [ W_ai/(w - D + i0) - W_ia/(w + D - i0) ],
  W_pq = phi_p(x) phi_p*(y) phi_q(y) phi_q*(x),  D = e_a - e_i > 0.
i: filled, a: empty, G: time-ordered Green function, mu: chemical potential,
eta: pole shift in each G, u: imaginary frequency. Hartree atomic units.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft


# ---------- 1. Many-electron check on a four-site ring, one spin ----------
n_sites = 4
h = np.diag([0.0, 0.3, -0.2, 0.5]).astype(complex)
for x in range(n_sites):
    y = (x + 1) % n_sites
    h[x, y] += -np.exp(0.2j)
    h[y, x] += -np.exp(-0.2j)
e_ring, phi = np.linalg.eigh(h)
n_filled = 2
mu_ring = 0.5 * (e_ring[1] + e_ring[2])

lower = np.array([[0, 1], [0, 0]], dtype=complex)
parity = np.diag([1.0, -1.0])
annihilate = []
for x in range(n_sites):
    op = np.eye(1)
    for s in range(n_sites):
        factor = parity if s < x else (lower if s == x else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)
H = sum((h[x, y] - mu_ring * (x == y))
        * annihilate[x].conj().T @ annihilate[y]
        for x in range(n_sites) for y in range(n_sites))
E, V = np.linalg.eigh(H)
omega_m = E - E[0]
ground = V[:, 0]
assert omega_m[1] > 1e-3

remove_row = np.array([ground.conj() @ c @ V for c in annihilate])
remove_col = np.array([V.conj().T @ c @ ground for c in annihilate])
density_row = []
for c in annihilate:
    n_op = c.conj().T @ c
    mean = (ground.conj() @ n_op @ ground).real
    density_row.append(ground.conj() @ (n_op - mean * np.eye(16)) @ V)
density_row = np.array(density_row)


def green_time(t):
    """Time-ordered G_xy(t) from many-electron states."""
    if t > 0:
        return -1j * (remove_row * np.exp(-1j * omega_m * t)) \
            @ remove_row.conj().T
    return 1j * (remove_col * np.exp(1j * omega_m * t)) \
        @ remove_col.conj().T


def density_corr(t):
    """<dn_x(t) dn_y(0)> from many-electron states."""
    return (density_row * np.exp(-1j * omega_m * t)) @ density_row.conj().T


def chi_ordered(t):
    return -1j * (density_corr(t) if t > 0 else density_corr(-t).T)


wick_error = 0.0
for t in (0.8, 2.9, -1.3, -4.1):
    product = -1j * green_time(t) * green_time(-t).T
    wick_error = max(wick_error, np.abs(product - chi_ordered(t)).max())
assert np.abs(chi_ordered(0.8)).max() > 1e-2
assert wick_error < 1e-11


def ring_pair_sum(w, shift):
    """Filled-empty sum; shift is the total infinitesimal, kept finite."""
    total = np.zeros((n_sites, n_sites), dtype=complex)
    for i in range(n_filled):
        for a in range(n_filled, n_sites):
            amp = phi[:, i].conj() * phi[:, a]
            weight = np.outer(amp, amp.conj())
            gap_ai = e_ring[a] - e_ring[i]
            total += weight / (w - gap_ai + 1j * shift)
            total -= weight.conj() / (w + gap_ai - 1j * shift)
    return total


nodes, weights = np.polynomial.legendre.leggauss(1000)
w_real, eta_ring = 0.7, 0.1
times, dt = 75.0 * (nodes + 1), 75.0 * weights
transform = sum(d * np.exp(-2 * eta_ring * t)
                * (np.exp(1j * w_real * t) * chi_ordered(t)
                   + np.exp(-1j * w_real * t) * chi_ordered(-t))
                for t, d in zip(times, dt))
ordered_error = np.abs(transform
                       - ring_pair_sum(w_real, 2 * eta_ring)).max()
assert ordered_error < 1e-9

u_ring = 0.6
times, dt = 30.0 * (nodes + 1), 30.0 * weights
retarded = sum(d * np.exp(-u_ring * t) * (-1j)
               * (density_corr(t) - density_corr(-t).T)
               for t, d in zip(times, dt))
retarded_error = np.abs(retarded - ring_pair_sum(1j * u_ring, 0.0)).max()
assert retarded_error < 1e-9

print("Ring: max error of -iGG, atomic units: %.1e" % wick_error)
print("Ring: max error, time-ordered transform, a.u.: %.1e" % ordered_error)
print("Ring: max error, retarded at iu, a.u.: %.1e" % retarded_error)


# ---------- 2. One frequency integral for each pole arrangement ----------
def pair_integral(ep, eq, w, eta):
    """-i/(2 pi) times the real-axis integral; mu = 0."""
    sp, sq = np.sign(ep), np.sign(eq)

    def integrand(v):
        return -1j / (2 * np.pi) / ((v + w - ep + 1j * eta * sp)
                                    * (v - eq + 1j * eta * sq))
    edges = [-np.inf, -20.0, -2.0] + sorted({ep - w, eq}) \
        + [2.0, 20.0, np.inf]
    value = 0j
    for lo, hi in zip(edges[:-1], edges[1:]):
        opts = dict(epsabs=1e-11, epsrel=1e-10, limit=300)
        value += quad(lambda v: integrand(v).real, lo, hi, **opts)[0]
        value += 1j * quad(lambda v: integrand(v).imag, lo, hi, **opts)[0]
    return value


def residue_result(ep, eq, w, eta):
    if ep > 0 > eq:
        return 1 / (w - ep + eq + 2j * eta)
    if ep < 0 < eq:
        return -1 / (w + eq - ep - 2j * eta)
    return 0.0


w_model, eta_model = 0.3, 0.05
print("Model: mu = 0, omega = %.2f, eta = %.2f hartree"
      % (w_model, eta_model))
cases = [("p empty, q filled", 0.2, -0.5, w_model),
         ("p filled, q empty", -0.5, 0.2, w_model),
         ("both empty", 0.6, 0.2, w_model),
         ("both filled", -0.3, -0.5, w_model),
         ("same empty level, omega=0", 0.2, 0.2, 0.0)]
for name, ep, eq, w in cases:
    numeric = pair_integral(ep, eq, w, eta_model)
    assert abs(numeric - residue_result(ep, eq, w, eta_model)) < 1e-7
    print("I(%s; e_p=%.1f, e_q=%.1f) = %.5f %+.5fi 1/hartree"
          % (name, ep, eq, round(numeric.real, 5) + 0.0,
             round(numeric.imag, 5) + 0.0))


# ---------- 3. Same-side pairs do contribute at finite temperature ----------
def fermi(e, temp):
    return 1 / (np.exp(e / temp) + 1)


def matsubara_sum(ep, eq, m, temp, n_max=1000000):
    nu = (2 * np.arange(-n_max, n_max) + 1) * np.pi * temp
    w_m = 2 * np.pi * temp * m
    return temp * np.sum(1 / ((1j * (nu + w_m) - ep) * (1j * nu - eq)))


ep, eq = 0.5, 0.3
thermal = []
for temp in (0.10, 0.05):
    for m in (0, 1):
        for p, q in ((ep, eq), (ep, -eq)):
            direct = matsubara_sum(p, q, m, temp)
            formula = (fermi(q, temp) - fermi(p, temp)) \
                / (2j * np.pi * temp * m + q - p)
            # the cut-off tail of the sum is about 1e-6
            assert abs(direct - formula) < 3e-6
    value = matsubara_sum(ep, eq, 0, temp).real
    thermal.append(value)
    print("Thermal both-empty pair (0.5, 0.3), kT=%.2f hartree: "
          "%.4f 1/hartree" % (temp, value))
assert abs(thermal[0]) > 5 * abs(thermal[1]) > 0.01


# ---------- 4. Benzene: bare polarizability ----------
cc, ch = 1.40, 1.09
atoms = []
for k in range(6):
    c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
    atoms.append(("C", (cc * c, cc * s, 0.0)))
    atoms.append(("H", ((cc + ch) * c, (cc + ch) * s, 0.0)))
mol = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe,pbe"
mf.grids.level = 2
mf.conv_tol = 1e-9
mf.kernel()
assert mf.converged
F = np.asarray(mf.get_fock())
F = 0.5 * (F + F.T)
S = mol.intor("int1e_ovlp")
dip = mol.intor("int1e_r")
X, Z = dip[0], dip[2]
eps, C = eigh(F, S)
nocc = mol.nelectron // 2
nvir = len(eps) - nocc
homo, lumo = eps[nocc - 1], eps[nocc]
gap = lumo - homo
mid = 0.5 * (homo + lumo)
delta = eps[None, nocc:] - eps[:nocc, None]


def alpha_pairs(D, u):
    d = C[:, :nocc].T @ D @ C[:, nocc:]
    return 4 * np.sum(delta * d**2 / (delta**2 + u**2))


theta, w_theta = np.polynomial.legendre.leggauss(200)
theta, w_theta = theta * np.pi / 2, w_theta * np.pi / 2


def alpha_convolution(D, u, mu):
    """Green matrices by inversion; no orbitals and no occupations."""
    scale, total = 0.5, 0j
    for th, wt in zip(theta, w_theta):
        v = scale * np.tan(th) - u / 2
        jac = scale / np.cos(th)**2
        g1 = np.linalg.inv((mu + 1j * (v + u)) * S - F)
        g2 = np.linalg.inv((mu + 1j * v) * S - F)
        total += wt * jac * np.sum((D @ g1) * (D @ g2).T)
    return (-2 * total / (2 * np.pi)).real


def alpha_field(D, strength=1e-4):
    """Induced dipole when the potential strength*x acts on frozen F."""
    means = []
    for sign in (1, -1):
        orb = eigh(F + sign * strength * D, S)[1][:, :nocc]
        means.append(2 * np.sum(orb * (D @ orb)))
    return -(means[0] - means[1]) / (2 * strength)


u_test = 0.5
ax, az, axu = alpha_pairs(X, 0), alpha_pairs(Z, 0), alpha_pairs(X, u_test)
ax_conv = alpha_convolution(X, 0.0, mid)
az_conv = alpha_convolution(Z, 0.0, mid)
axu_conv = alpha_convolution(X, u_test, mid)
ax_shift = alpha_convolution(X, 0.0, homo + 0.25 * gap)
ax_field, az_field = alpha_field(X), alpha_field(Z)
for pair_value, other in ((ax, ax_conv), (az, az_conv), (axu, axu_conv),
                          (ax, ax_shift)):
    assert abs(other / pair_value - 1) < 1e-6
# central differences leave an error quadratic in the field
assert abs(ax_field / ax - 1) < 1e-4
assert abs(az_field / az - 1) < 1e-4

# Frontier levels: two filled and two empty pi orbitals
frontier = [nocc - 2, nocc - 1, nocc, nocc + 1]
pz = mol.search_ao_label("pz")
assert np.abs(np.delete(C[:, frontier], pz, axis=0)).max() < 1e-4
assert abs(eps[nocc - 1] - eps[nocc - 2]) < 1e-3
assert abs(eps[nocc + 1] - eps[nocc]) < 1e-3
d_front = C[:, nocc - 2:nocc].T @ X @ C[:, nocc:nocc + 2]
d2_front = np.sum(d_front**2)
a_front = 4 * np.sum(d_front**2 / delta[-2:, :2])

bohr_A = physical_constants["Bohr radius"][0] * 1e10
print("Benzene C-C, C-H lengths: %.2f, %.2f angstrom" % (cc, ch))
print("Filled, empty spatial orbitals: %d, %d" % (nocc, nvir))
print("Filled-empty pairs: %d" % (nocc * nvir))
print("Highest filled level: %.5f hartree" % homo)
print("Lowest empty level: %.5f hartree" % lumo)
print("Gap: %.5f hartree" % gap)
print("Mid-gap mu: %.5f hartree" % mid)
print("In-plane alpha0(0), pair sum: %.4f bohr^3" % ax)
print("In-plane alpha0(0), convolution: %.4f bohr^3" % ax_conv)
print("In-plane alpha0(0), mu at quarter gap: %.4f bohr^3" % ax_shift)
print("In-plane alpha0(0), small field: %.4f bohr^3" % ax_field)
print("In-plane alpha0(0), converted: %.3f angstrom^3" % (ax * bohr_A**3))
print("Out-of-plane alpha0(0), pair sum: %.4f bohr^3" % az)
print("Out-of-plane alpha0(0), convolution: %.4f bohr^3" % az_conv)
print("Out-of-plane alpha0(0), small field: %.4f bohr^3" % az_field)
print("Out-of-plane alpha0(0), converted: %.3f angstrom^3"
      % (az * bohr_A**3))
print("Imaginary frequency u: %.2f hartree" % u_test)
print("In-plane alpha0(iu), pair sum: %.4f bohr^3" % axu)
print("In-plane alpha0(iu), convolution: %.4f bohr^3" % axu_conv)
print("Four frontier pi pairs, sum |<i|x|a>|^2: %.4f bohr^2" % d2_front)
print("Four frontier pi pairs, part of alpha0(0): %.4f bohr^3" % a_front)
print("Four frontier pi pairs, share: %.1f percent" % (100 * a_front / ax))
print("all good")
```

Output:

```
Ring: max error of -iGG, atomic units: 8.0e-16
Ring: max error, time-ordered transform, a.u.: 3.4e-12
Ring: max error, retarded at iu, a.u.: 9.9e-15
Model: mu = 0, omega = 0.30, eta = 0.05 hartree
I(p empty, q filled; e_p=0.2, e_q=-0.5) = -2.35294 -0.58824i 1/hartree
I(p filled, q empty; e_p=-0.5, e_q=0.2) = -0.99010 -0.09901i 1/hartree
I(both empty; e_p=0.6, e_q=0.2) = 0.00000 +0.00000i 1/hartree
I(both filled; e_p=-0.3, e_q=-0.5) = 0.00000 +0.00000i 1/hartree
I(same empty level, omega=0; e_p=0.2, e_q=0.2) = 0.00000 +0.00000i 1/hartree
Thermal both-empty pair (0.5, 0.3), kT=0.10 hartree: -0.2037 1/hartree
Thermal both-empty pair (0.5, 0.3), kT=0.05 hartree: -0.0121 1/hartree
Benzene C-C, C-H lengths: 1.40, 1.09 angstrom
Filled, empty spatial orbitals: 21, 45
Filled-empty pairs: 945
Highest filled level: -0.22013 hartree
Lowest empty level: -0.02437 hartree
Gap: 0.19576 hartree
Mid-gap mu: -0.12225 hartree
In-plane alpha0(0), pair sum: 143.2429 bohr^3
In-plane alpha0(0), convolution: 143.2429 bohr^3
In-plane alpha0(0), mu at quarter gap: 143.2429 bohr^3
In-plane alpha0(0), small field: 143.2429 bohr^3
In-plane alpha0(0), converted: 21.226 angstrom^3
Out-of-plane alpha0(0), pair sum: 26.5605 bohr^3
Out-of-plane alpha0(0), convolution: 26.5605 bohr^3
Out-of-plane alpha0(0), small field: 26.5605 bohr^3
Out-of-plane alpha0(0), converted: 3.936 angstrom^3
Imaginary frequency u: 0.50 hartree
In-plane alpha0(iu), pair sum: 43.7058 bohr^3
In-plane alpha0(iu), convolution: 43.7058 bohr^3
Four frontier pi pairs, sum |<i|x|a>|^2: 4.0329 bohr^2
Four frontier pi pairs, part of alpha0(0): 82.4044 bohr^3
Four frontier pi pairs, share: 57.5 percent
all good
```
